# The X-ray critical angle of hafnia from its density

## Problem

A flat, thick layer of hafnia, HfO₂, has mass density \(\rho=9.68\) g/cm³. X-rays of wavelength \(\lambda=0.154\) nm strike it from vacuum at a grazing angle \(\theta\), measured from the surface and not from its normal. Below a certain angle \(\theta_c\) the layer reflects the beam totally. Calculate \(\theta_c\) in degrees, treating every electron as free: dispersion corrections and absorption are neglected.

Data: the molar masses are 178.49 g/mol for Hf and 15.999 g/mol for O, the atomic numbers are 72 and 8, and the classical electron radius is

\[
r_e=\frac{e^2}{4\pi\epsilon_0 mc^2}=2.8179\times10^{-6}\ \text{nm}.
\]

Here \(e>0\) is the elementary charge and \(m\) the electron mass.

## Hints

**Hint 1.** The refractive index depends on the number of electrons per volume. Find the number of formula units per volume first.

**Hint 2.** Solve Newton's equation for a free electron in an oscillating electric field. Is its displacement along the force or against it? The answer decides whether the index lies above or below one.

**Hint 3.** The wave number along the surface is the same on both sides. Write down what remains for the component normal to the surface inside the hafnia, and ask when its square becomes negative.

**Hint 4.** The small-angle expansion of the cosine holds for an angle in radians. Convert to degrees at the end.

## Full solution

### Electron density

One formula unit has molar mass \(M=178.49+2(15.999)=210.488\) g/mol and contains \(Z=72+2\cdot8=88\) electrons. The number of formula units per volume is

\[
N=\frac{\rho N_A}{M}
=\frac{9.68\times6.02214\times10^{23}}{210.488}\ \text{cm}^{-3}
=2.7695\times10^{22}\ \text{cm}^{-3}.
\]

Since 1 cm³ is \(10^{21}\) nm³, this is \(N=27.695\) nm⁻³. The electron density is

\[
n_e=ZN=88\times27.695\ \text{nm}^{-3}=2437\ \text{nm}^{-3}.
\]

### Response of a free electron

Let the field at the electron be \(E(t)=E_0e^{-i\omega t}\), with the real part understood. The electron has charge \(-e\). Its speed is taken to be far below that of light, so the magnetic force is dropped:

\[
m\ddot x=-eE_0e^{-i\omega t}.
\]

Insert \(x=x_0e^{-i\omega t}\). Two time derivatives give a factor \((-i\omega)^2=-\omega^2\), hence

\[
-m\omega^2x_0=-eE_0
\quad\Longrightarrow\quad
x_0=\frac{eE_0}{m\omega^2}.
\]

The force is \(-eE\), but the displacement has the sign of \(+E\). A free particle is displaced opposite to an oscillating force, because its acceleration, which follows the force, is \(-\omega^2\) times its displacement.

The dipole moment of one electron is \(-ex\), so the polarization is

\[
P=-n_eex=-\frac{n_ee^2}{m\omega^2}E .
\]

It opposes the field. The relative permittivity follows from \(\epsilon E=E+P/\epsilon_0\):

\[
\epsilon=1-\frac{n_ee^2}{\epsilon_0m\omega^2}.
\]

For a non-magnetic medium the refractive index \(n\) obeys \(n^2=\epsilon\), so \(n<1\). Vacuum is then the optically denser side, and total reflection occurs outside the solid.

This step uses an average electron density, although the wavelength is no larger than the distance between atoms. The average is justified by the small angle. Specular reflection changes the wave vector along the surface normal alone, by \(2(2\pi/\lambda)\sin\theta\). The corresponding length is \(\lambda/(2\sin\theta)\). For the angle found below, this is \(0.154/(2\times0.0072)\approx11\) nm, far more than the size of an atom. All electrons of one atom therefore scatter nearly in phase, and the atomic structure is not resolved.

### The index decrement

Write \(n=1-\delta\). Then

\[
n^2=1-2\delta+\delta^2
\quad\Longrightarrow\quad
2\delta-\delta^2=\frac{n_ee^2}{\epsilon_0m\omega^2}.
\]

The term \(\delta^2\) is smaller than \(2\delta\) by the factor \(\delta/2\), which will turn out to be about \(10^{-5}\), and is dropped. The definition of \(r_e\) gives \(e^2/(\epsilon_0m)=4\pi r_ec^2\), and \(\omega=2\pi c/\lambda\). Therefore

\[
2\delta=\frac{4\pi r_ec^2n_e}{\omega^2}
=4\pi r_ec^2n_e\,\frac{\lambda^2}{4\pi^2c^2}
=\frac{r_e\lambda^2n_e}{\pi},
\]

\[
\boxed{\delta=\frac{r_e\lambda^2n_e}{2\pi}}
\]

The dimensions agree: length times length squared, divided by length cubed, is a pure number. With all lengths in nm,

\[
\delta=\frac{(2.8179\times10^{-6})(0.154)^2(2437)}{2\pi}
=2.592\times10^{-5}.
\]

### The condition for total reflection

Let \(k=2\pi/\lambda\) be the wave number in vacuum and let \(z\) point into the hafnia. The fields on the two sides can match at every point of the surface only if they vary along it in the same way. The tangential wave number \(k\cos\theta\) is therefore common to both sides. In vacuum the normal component is \(k_0=k\sin\theta\). Inside, the total wave number is \(nk\), so the normal component \(k_1\) obeys

\[
k_1^2=n^2k^2-k^2\cos^2\theta
=k^2\left(\sin^2\theta-2\delta+\delta^2\right)
\approx k^2\left(\theta^2-2\delta\right).
\]

The last form uses \(\sin\theta\approx\theta\) and again drops \(\delta^2\).

To see what the sign of \(k_1^2\) means, take the electric field parallel to the surface. The field is \(e^{ik_0z}+re^{-ik_0z}\) outside and \(te^{ik_1z}\) inside. The field and its normal derivative are continuous at \(z=0\):

\[
1+r=t,\qquad k_0(1-r)=k_1t .
\]

Insert the first equation into the second and collect the terms with \(r\):

\[
k_0-k_0r=k_1+k_1r
\quad\Longrightarrow\quad
r=\frac{k_0-k_1}{k_0+k_1}.
\]

If \(\theta^2<2\delta\), then \(k_1=i\kappa\) with real \(\kappa>0\). The positive sign makes the field \(e^{-\kappa z}\) decay into the solid. Numerator and denominator, \(k_0-i\kappa\) and \(k_0+i\kappa\), are complex conjugates and have equal modulus, so the reflectance \(R=|r|^2\) is one. If \(\theta^2>2\delta\), then \(k_1\) is real and positive, \(R<1\), and a refracted wave carries energy away. The boundary is

\[
\boxed{\theta_c=\sqrt{2\delta}}
\]

For the other polarization, \(k_1\) in the formula for \(r\) is replaced by \(k_1/n^2\). This too is imaginary below the same angle, so \(\theta_c\) does not change.

Snell's law gives the same boundary. With grazing angles it reads \(\cos\theta=(1-\delta)\cos\theta'\), and the refracted ray runs along the surface, \(\theta'=0\), when \(\cos\theta_c=1-\delta\). Expanding the cosine to second order gives \(1-\theta_c^2/2=1-\delta\), which is the boxed result. The next term, \(\theta_c^4/24\), changes \(\theta_c\) by the relative amount \(\delta/12\), about two parts in a million. The \(\delta^2\) dropped in the boxed \(\delta\) adds \(\delta/4\), so the exact edge of the model, \(\sin^2\theta_c=1-\epsilon\), lies above \(\sqrt{2\delta}\) by the relative amount \(\delta/3\), about nine parts in a million.

### The number

\[
\theta_c=\sqrt{2\times2.592\times10^{-5}}
=7.200\times10^{-3}\ \text{rad},
\]

\[
\theta_c=7.200\times10^{-3}\times\frac{180^\circ}{\pi}
=0.4125^\circ\approx0.41^\circ .
\]

### Reading the result

The angle can also be written as a ratio of two energies. Define the plasma frequency by \(\omega_p^2=n_ee^2/(\epsilon_0m)\). The equation for \(2\delta\) then says \(2\delta=\omega_p^2/\omega^2\), so

\[
\theta_c=\frac{\hbar\omega_p}{\hbar\omega}.
\]

In Hartree atomic units \(\hbar\omega_p=\sqrt{4\pi n_e}\), with \(n_e\) in electrons per cubic bohr. For this electron density it is 57.97 eV. The photon energy is \(hc/\lambda=8051\) eV, and the ratio is again 0.00720. The 58 eV measures the density of all 88 electrons per formula unit. It does not predict a plasmon of hafnia, since electrons bound by more than 58 eV are not free at that energy.

At fixed composition \(\theta_c\propto\lambda\sqrt\rho\). A small relative error in density thus gives half that relative error in angle. If the density is 5 % lower at the same wavelength, the angle becomes \(0.4125^\circ\sqrt{0.95}=0.402^\circ\).

Silicon offers a comparison. With density 2.33 g/cm³, molar mass 28.085 g/mol and 14 electrons per atom, the same formulas give \(0.221^\circ\). The number of electrons per unit molar mass is \(14/28.085=0.498\) mol/g for silicon and \(88/210.488=0.418\) mol/g for hafnia. Hafnia has the larger angle because of its mass density, in spite of having fewer electrons per gram.

### The model beside a real film

The wavelength is close to that of the copper K\(\alpha\) line used in laboratory reflectometers, and the density is a handbook value. It lies about 4 % below the 10.11 g/cm³ that follows from the unit cell of monoclinic hafnia (four formula units in about 0.1383 nm³), for which the same formula gives \(0.422^\circ\). Deposited films can be less dense than either figure, and the 5 % case above shows how far such a change moves the angle. The free-electron assumption also fails for the inner electrons of hafnium. Variation 1 finds that this lowers the angle by about 3.5 %, to roughly \(0.40^\circ\) at 9.68 g/cm³; at 10.1 g/cm³ the corrected angle would be \(0.407^\circ\). The second decimal of \(0.41^\circ\) is therefore a property of the stated model and not a prediction for a real film. Finally, a gate oxide may be only about 2 nm thick, which is not thick in the sense of the problem. Variation 2 treats that case.

## Variation 1: bound electrons and absorption

**Question.** How do \(\theta_c\) and the sharpness of the edge change when the dispersion corrections of hafnium are included?

**Solution.** Add a restoring force with resonance frequency \(\omega_0\) to the equation of motion:

\[
m\ddot x=-m\omega_0^2x-eE
\quad\Longrightarrow\quad
m(\omega_0^2-\omega^2)x_0=-eE_0 .
\]

Hence

\[
x_0=\frac{eE_0}{m(\omega^2-\omega_0^2)}
=\frac{eE_0}{m\omega^2}\,\frac{\omega^2}{\omega^2-\omega_0^2}.
\]

The last factor is the number of free electrons for which the bound one counts. For \(\omega_0=0.2\,\omega\) it is \(1/(1-0.04)=1.042\), so a weakly bound electron is nearly free. For \(\omega_0=1.2\,\omega\) it is \(1/(1-1.44)=-2.273\): driven below its resonance, the electron follows the force and raises the index.

Hafnium has electrons of the second kind. Its L₃ absorption edge lies roughly at 9600 eV, above the photon energy of 8051 eV, and the other L edges and the K edge lie higher still, so all ten K and L electrons are driven below their resonances. An edge is the start of a continuous range of resonances, so the single oscillator explains the sign of the effect but not its size. The size is expressed by replacing \(Z\) in \(\delta\) with \(Z+f'-if''\), where \(f''>0\) describes absorption. The minus sign belongs to the time factor \(e^{-i\omega t}\); with \(e^{+i\omega t}\) it would be a plus. Rough values for hafnium near this wavelength are \(f'=-6\) and \(f''=5\); the corrections of oxygen are left out. The index becomes \(1-\delta'+i\beta\), with

\[
\delta'=\frac{88-6}{88}\,\delta=2.415\times10^{-5},
\qquad
\beta=\frac{5}{88}\,\delta=1.47\times10^{-6}.
\]

With the time factor \(e^{-i\omega t}\), a positive \(\beta\) makes a wave \(e^{inks}\) decay along its path \(s\), as absorption requires. The corrected angle is

\[
\theta_c'=\sqrt{2\delta'}=0.4125^\circ\sqrt{\frac{82}{88}}=0.398^\circ .
\]

Absorption also removes the sharp edge. To first order in \(\delta'\) and \(\beta\), the square of the index is \(1-2\delta'+2i\beta\), so at \(\theta=\theta_c'\)

\[
k_1^2=k^2(\theta_c'^2-2\delta'+2i\beta)=2i\beta k^2 .
\]

Since \((1+i)^2=2i\), this gives \(k_1=k\sqrt\beta\,(1+i)\). With \(a=\sqrt\beta/\theta_c'=\sqrt{\beta/(2\delta')}=\sqrt{5/164}=0.175\),

\[
R=\left|\frac{1-a(1+i)}{1+a(1+i)}\right|^2
=\frac{(1-a)^2+a^2}{(1+a)^2+a^2}\approx0.50 .
\]

Half the intensity is already lost at \(\theta_c'\), where the model without absorption has \(R=1\). Evaluating the reflectance on a fine grid of angles and taking finite differences places its steepest fall at \(0.400^\circ\), close to \(\theta_c'\).

The correction matters more when the problem is inverted. Suppose that the angle \(\theta_c'=0.3982^\circ\) is converted to a density with the free-electron formula. Since \(\rho\propto\theta_c^2\), the answer is \(9.68\times82/88=9.02\) g/cm³, about 7 % below the density assumed here. The angle of steepest fall, \(0.400^\circ\), would give about 9.1 g/cm³, 6 % below. A fully dense layer would be taken for a porous one.

## Variation 2: a thin film on silicon

**Question.** Neglect absorption and dispersion again. What fraction of the beam is reflected at \(\theta=0.35^\circ\), below the critical angle of hafnia, if the hafnia is a film of thickness \(d=2\) nm or 20 nm on thick silicon?

**Solution.** First find how deep the wave reaches. In thick hafnia the intensity below \(\theta_c\) falls as \(e^{-2\kappa z}\) with \(\kappa=k\sqrt{\theta_c^2-\theta^2}\). It drops by the factor \(1/e\) over

\[
\ell=\frac1{2\kappa}=\frac{\lambda}{4\pi\sqrt{\theta_c^2-\theta^2}} .
\]

At \(0.30^\circ\) this is 2.48 nm. Without absorption it diverges as \(\theta\to\theta_c\) (with the \(\beta\) of Variation 1 it is about 10 nm at \(\theta_c'\)), and for \(\theta\to0\) it tends to \(\lambda/(4\pi\theta_c)=1.7\) nm. A 2 nm film is thus comparable with the penetration depth, and the wave reaches the silicon.

At \(0.35^\circ\) the beam is above the critical angle of silicon, \(0.221^\circ\), so the wave can travel on there with a real normal component \(k_s\). Up to a common factor, the field in the film that joins smoothly to \(e^{ik_s(z-d)}\) in the silicon is

\[
\psi(z)=\cosh\kappa(d-z)-\frac{ik_s}{\kappa}\sinh\kappa(d-z),
\]

because \(\psi(d)=1\) and \(\psi'(d)=ik_s\). Let \(C=\cosh\kappa d\) and \(S=\sinh\kappa d\). At the top surface

\[
\psi(0)=C-\frac{ik_s}{\kappa}S,\qquad
\psi'(0)=-\kappa S+ik_sC .
\]

Matching to \(e^{ik_0z}+re^{-ik_0z}\) requires \(ik_0(1-r)/(1+r)=\psi'(0)/\psi(0)\). Solving for \(r\),

\[
r=\frac{ik_0\psi(0)-\psi'(0)}{ik_0\psi(0)+\psi'(0)} .
\]

Insert the two values and separate real and imaginary parts:

\[
R=\frac{(k_0-k_s)^2C^2+(\kappa+k_0k_s/\kappa)^2S^2}
{(k_0+k_s)^2C^2+(\kappa-k_0k_s/\kappa)^2S^2}.
\]

Two limits confirm the form. For \(d\to0\), \(S=0\) and the reflectance of bare silicon remains. For \(d\to\infty\), \(C/S\to1\); the cross terms \(\mp2k_0k_s\) and \(\pm2k_0k_s\) cancel within numerator and denominator, which become equal, and \(R\to1\).

In units of \(10^{-3}k\), the angle \(0.35^\circ\) gives \(k_0=6.11\), \(\kappa=\sqrt{7.20^2-6.11^2}=3.81\) and, with 3.86 mrad for silicon, \(k_s=\sqrt{6.11^2-3.86^2}=4.74\). Since \(k=40.8\) nm⁻¹, \(\kappa d=0.311\) for 2 nm and 3.11 for 20 nm. The results are

\[
R(2\ \text{nm})=0.115,\qquad R(20\ \text{nm})=0.993 .
\]

The 20 nm film acts almost as thick hafnia at this angle. The 2 nm film passes nearly nine tenths of the beam into the silicon by tunnelling, so its reflectance has no plateau of total reflection reaching up to \(0.41^\circ\). In this model total reflection then ends at the critical angle of silicon, below which \(k_s\) is imaginary and no wave can carry energy away. The critical angle of hafnia cannot be read from such a film as an edge. With the \(f'\) and \(f''\) of Variation 1 in the film, the two reflectances fall to about 0.09 and 0.80, the latter again close to that of thick hafnia. Roughness and an interfacial silicon oxide are left out here. At this angle they matter little: 1 nm of oxide, or 0.3 nm of roughness at both interfaces, shifts either value by about 0.002 or less.
